# The mirror-odd gap at K in ABA trilayer graphene: a numerical check

```python
"""
Result under test: in ABA trilayer graphene the two mirror-odd levels at K are
-t_A (nondimer) and D - t_B (dimer), so their gap is |D - t_B + t_A|.
t_A, t_B : full matrix elements A1-A3 and B1-B3 between the outer layers
D        : on-site energy of the dimer sites B1, A2, B3
g0       : in-plane nearest-neighbour hopping strength
g1,g3,g4 : adjacent-layer hopping strengths (vertical, skew A-B, skew same letter)
u        : potential +u on layer 1 and -u on layer 3 (breaks the mirror)
Energies are in meV, lengths in nm. The Hamiltonian is built from atomic
positions; states are sorted by the computed parity of all six bands.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

a = 0.246
spacing = 0.335
bond_length = a / np.sqrt(3)
a1 = a * np.array([1.0, 0.0])
a2 = a * np.array([0.5, np.sqrt(3) / 2])
tau = np.array([0.0, bond_length])
K = np.array([4 * np.pi / (3 * a), 0.0])

# order: A1, B1, A2, B2, A3, B3
layers = [1, 1, 2, 2, 3, 3]
letters = "ABABAB"
positions = [0 * tau, tau, tau, 2 * tau, 0 * tau, tau]

base = dict(g0=3100.0, g1=390.0, g3=300.0, g4=40.0, tA=-10.0, tB=19.0,
            D=50.0, u=0.0, middle=0.0, outer_skew=0.0, second=0.0)


def hopping(i, j, rho, p):
    """Matrix element between sites i and j at horizontal distance rho."""
    steps = abs(layers[i] - layers[j])
    above = rho < 1e-7
    near = abs(rho - bond_length) < 1e-7
    if steps == 0:
        if near:
            return -p["g0"]
        return p["second"] if abs(rho - a) < 1e-7 else 0.0
    if steps == 1:
        if above:
            return p["g1"]
        if near:
            return p["g4"] if letters[i] == letters[j] else -p["g3"]
        return 0.0
    if above:
        return p["tA"] if letters[i] == "A" else p["tB"]
    return p["outer_skew"] if near else 0.0


def make_model(**changes):
    """Return the function k -> 6x6 Bloch Hamiltonian."""
    p = {**base, **changes}
    rows, cols, shifts, values = [], [], [], []
    is_dimer = np.zeros(6)
    for i in range(6):
        for j in range(6):
            for n1 in range(-3, 4):
                for n2 in range(-3, 4):
                    r = positions[j] + n1 * a1 + n2 * a2 - positions[i]
                    rho = np.linalg.norm(r)
                    if abs(layers[i] - layers[j]) == 1 and rho < 1e-7:
                        is_dimer[i] = 1.0
                    t = hopping(i, j, rho, p)
                    if t != 0.0:
                        rows.append(i)
                        cols.append(j)
                        shifts.append(r)
                        values.append(t)
    potential = np.array([{1: p["u"], 2: p["middle"], 3: -p["u"]}[n]
                          for n in layers])
    onsite = np.diag(p["D"] * is_dimer + potential).astype(complex)
    shifts, values = np.array(shifts), np.array(values)

    def hamiltonian(k):
        h = onsite.copy()
        np.add.at(h, (rows, cols), values * np.exp(1j * shifts @ k))
        return h
    return hamiltonian


mirror = np.eye(6)[[4, 5, 2, 3, 0, 1]]
mirror_values, mirror_vectors = np.linalg.eigh(mirror)
odd_basis = mirror_vectors[:, mirror_values < 0]
even_basis = mirror_vectors[:, mirror_values > 0]


def levels_by_parity(h):
    """Diagonalize all six bands, then sort them by mirror parity."""
    energy, vector = np.linalg.eigh(h)
    parity = np.real(np.diag(vector.conj().T @ mirror @ vector))
    assert np.all(abs(abs(parity) - 1) < 1e-6)
    odd = parity < 0
    return energy[odd], energy[~odd], vector[:, odd]


def odd_gap(**changes):
    odd = levels_by_parity(make_model(**changes)(K))[0]
    assert len(odd) == 2
    return odd[1] - odd[0]


def sector(h, basis):
    return np.linalg.eigvalsh(basis.T @ h @ basis)


model = make_model()
tA, tB, D, g0, g1 = (base[s] for s in ("tA", "tB", "D", "g0", "g1"))

# mirror symmetry at a general k, and its loss when the outer layers differ
k_general = np.array([3.1, 5.7])
h = model(k_general)
assert np.allclose(h, h.conj().T)
assert np.allclose(h @ mirror, mirror @ h)
h_biased = make_model(u=5.0)(k_general)
assert not np.allclose(h_biased @ mirror, mirror @ h_biased)

# the levels at K, their sublattice character and the gap
odd, even, odd_vectors = levels_by_parity(model(K))
gap = odd[1] - odd[0]
assert np.allclose(odd, [-tA, D - tB], atol=1e-7)
assert abs(gap - abs(D - tB + tA)) < 1e-7
assert abs(gap - 21.0) < 1e-7
weight_A = np.sum(abs(odd_vectors[[0, 4], 0]) ** 2)
weight_B = np.sum(abs(odd_vectors[[1, 5], 1]) ** 2)
assert weight_A > 1 - 1e-9 and weight_B > 1 - 1e-9
root = np.sqrt((tB / 2) ** 2 + 2 * g1 ** 2)
even_formula = np.sort([tA, 0.0, D + tB / 2 - root, D + tB / 2 + root])
assert np.allclose(even, even_formula, atol=1e-7)

# gap formula for random parameters, including inverted level order
rng = np.random.default_rng(4)
for _ in range(12):
    x, y, z = rng.uniform(-60, 60, 3)
    assert abs(odd_gap(tA=x, tB=y, D=z) - abs(z - y + x)) < 1e-6

# terms that should not affect the gap at K
for change in (dict(g1=250.0), dict(g3=100.0), dict(g4=150.0),
               dict(middle=30.0), dict(outer_skew=5.0), dict(second=100.0)):
    assert abs(odd_gap(**change) - gap) < 1e-6

# dispersion of the odd sector near K
q = 0.05
hv = np.sqrt(3) * a * g0 / 2
center = (D - tB - tA) / 2
half_gap = (D - tB + tA) / 2
odd_q = levels_by_parity(model(K + np.array([q, 0.0])))[0]
dirac_q = center + np.array([-1, 1]) * np.hypot(half_gap, hv * q)
# the linear law omits a relative correction of order q*a to hv*q
assert np.allclose(odd_q, dirac_q, atol=0.1)

# smallest odd-sector gap in the whole Brillouin zone
b = 2 * np.pi * np.linalg.inv(np.array([a1, a2])).T


def zone_minimum(n):
    bands = np.array([sector(model(i / n * b[0] + j / n * b[1]), odd_basis)
                      for i in range(n) for j in range(n)])
    direct = np.min(bands[:, 1] - bands[:, 0])
    indirect = np.min(bands[:, 1]) - np.max(bands[:, 0])
    return direct, indirect


coarse, fine = zone_minimum(30), zone_minimum(60)
assert np.allclose(coarse, gap, atol=1e-6)
assert np.allclose(fine, gap, atol=1e-6)


# an even band passes through the whole odd gap
def even_band(distance):
    return sector(model(K + np.array([distance, 0.0])), even_basis)[2]


assert even_band(0.0) < odd[0] and even_band(0.5) > odd[1]
q_cross = brentq(lambda s: even_band(s) - center, 0.0, 0.5)


# unequal outer layers: nondimer and dimer levels separate exactly at K
def biased_edges(u):
    hk = make_model(u=u)(K)
    nondimer = np.linalg.eigvalsh(hk[np.ix_([0, 4], [0, 4])])[1]
    dimer = np.linalg.eigvalsh(hk[np.ix_([1, 2, 5], [1, 2, 5])])[1]
    full = np.linalg.eigvalsh(hk)
    assert min(abs(full - nondimer)) < 1e-6
    assert min(abs(full - dimer)) < 1e-6
    return nondimer, dimer


u = 5.0
edge_A, edge_B = biased_edges(u)
assert abs(edge_A - np.hypot(tA, u)) < 1e-7
assert abs(edge_B - odd[1]) < 0.01 * (edge_A - odd[0])
u_close = brentq(lambda s: biased_edges(s)[1] - biased_edges(s)[0], 0, 60)
# 1 V/nm equals 10 MV/cm
field = 2 * u * 1e-3 / (2 * spacing) * 10
field_close = 2 * u_close * 1e-3 / (2 * spacing) * 10

slopes = [odd_gap(**{s: base[s] + 1.0}) - gap for s in ("D", "tB", "tA")]
assert np.allclose(slopes, [1, -1, 1], atol=1e-6)
halved = odd_gap(tA=tA / 2, tB=tB / 2)
kB = const.k / const.e * 1e3
lifetime = const.hbar / (gap * 1e-3 * const.e) * 1e15

print(f"outer hopping A1-A3 (nondimer): {tA:.1f} meV")
print(f"outer hopping B1-B3 (dimer): {tB:.1f} meV")
print(f"dimer-site shift D: {D:.1f} meV")
print(f"rough g0, g1: {g0:.0f}, {g1:.0f} meV")
print(f"rough g3, g4: {base['g3']:.0f}, {base['g4']:.0f} meV")
print(f"lattice constant, layer spacing: {a:.3f}, {spacing:.3f} nm")
print(f"odd level at K, nondimer: {odd[0]:.3f} meV")
print(f"odd level at K, dimer: {odd[1]:.3f} meV")
print(f"ODD-SECTOR GAP AT K: {gap:.3f} meV = {gap * 1e-3:.4f} eV")
print(f"sublattice weights, lower on A, upper on B: "
      f"{weight_A:.4f}, {weight_B:.4f}")
print("even levels at K: " + ", ".join(f"{e + 0.0:.2f}" for e in
      np.round(even, 6)) + " meV")
print(f"odd-sector center and half-gap: {center:.2f}, {half_gap:.2f} meV")
print(f"hbar*v: {hv:.1f} meV nm")
print(f"odd levels at q = {q} 1/nm, lattice: "
      f"{odd_q[0]:.2f}, {odd_q[1]:.2f} meV")
print(f"odd levels at q = {q} 1/nm, linear law: "
      f"{dirac_q[0]:.2f}, {dirac_q[1]:.2f} meV")
print(f"smallest odd gap in zone, 60x60 mesh: {fine[0]:.3f} meV")
print(f"shift from 30x30 to 60x60 mesh: {abs(fine[0] - coarse[0]):.3f} meV")
print(f"even band at K + 0.5 1/nm along x: {even_band(0.5):.1f} meV")
print(f"even band meets odd gap center at q: {q_cross:.3f} 1/nm")
print(f"gap change per +1 meV in D, t_B, t_A: "
      f"{slopes[0]:+.2f}, {slopes[1]:+.2f}, {slopes[2]:+.2f} meV")
print(f"gap if both outer elements are halved: {halved:.2f} meV")
print(f"outer asymmetry u: {u:.1f} meV (internal field {field:.3f} MV/cm)")
print(f"  nondimer edge with u: {edge_A:.3f} meV")
print(f"  shift of dimer edge with u: {edge_B - odd[1]:.4f} meV")
print(f"  level separation with u: {edge_B - edge_A:.3f} meV")
print(f"u that closes the separation at K: {u_close:.2f} meV "
      f"(internal field {field_close:.3f} MV/cm)")
print(f"thermal energy at 300 K and 4.2 K: "
      f"{kB * 300:.2f}, {kB * 4.2:.3f} meV")
print(f"gap divided by Boltzmann constant: {gap / kB:.0f} K")
print(f"lifetime with hbar/lifetime = gap: {lifetime:.1f} fs")
print("checks complete")
```

Running it gives:

```
outer hopping A1-A3 (nondimer): -10.0 meV
outer hopping B1-B3 (dimer): 19.0 meV
dimer-site shift D: 50.0 meV
rough g0, g1: 3100, 390 meV
rough g3, g4: 300, 40 meV
lattice constant, layer spacing: 0.246, 0.335 nm
odd level at K, nondimer: 10.000 meV
odd level at K, dimer: 31.000 meV
ODD-SECTOR GAP AT K: 21.000 meV = 0.0210 eV
sublattice weights, lower on A, upper on B: 1.0000, 1.0000
even levels at K: -492.13, -10.00, 0.00, 611.13 meV
odd-sector center and half-gap: 20.50, 10.50 meV
hbar*v: 660.4 meV nm
odd levels at q = 0.05 1/nm, lattice: -14.09, 55.09 meV
odd levels at q = 0.05 1/nm, linear law: -14.15, 55.15 meV
smallest odd gap in zone, 60x60 mesh: 21.000 meV
shift from 30x30 to 60x60 mesh: 0.000 meV
even band at K + 0.5 1/nm along x: 126.8 meV
even band meets odd gap center at q: 0.228 1/nm
gap change per +1 meV in D, t_B, t_A: +1.00, -1.00, +1.00 meV
gap if both outer elements are halved: 35.50 meV
outer asymmetry u: 5.0 meV (internal field 0.149 MV/cm)
  nondimer edge with u: 11.180 meV
  shift of dimer edge with u: 0.0016 meV
  level separation with u: 19.821 meV
u that closes the separation at K: 29.40 meV (internal field 0.878 MV/cm)
thermal energy at 300 K and 4.2 K: 25.85, 0.362 meV
gap divided by Boltzmann constant: 244 K
lifetime with hbar/lifetime = gap: 31.3 fs
checks complete
```
